# Outer-Sphere Reorganization Energy at a Metal Electrode with the Image Term

## What goes wrong without the metal

Take an ion of radius 3.5 Å in a polar solvent, with its centre 7 Å from a metal electrode, exchanging one electron with the metal. If the metal is ignored altogether and the ion is treated as if solvent surrounded it on all sides, the solvent reorganization energy comes out as 1.12 eV. If the value for electron exchange between two such ions 14 Å apart is used instead, it is 1.67 eV. The continuum formula with the image charge gives 0.84 eV. For one metal level at zero driving force the activation free energy is a quarter of the reorganization energy, so relative to the image formula the two shortcuts overestimate it by about 0.07 eV and 0.21 eV. These errors enter the rate through an exponential.

The formula that repairs this is

$$\lambda_{\rm el}\simeq\frac{\Delta q^2}{4\pi\varepsilon_0}\,P\,\frac12\left(\frac1a-\frac1{2d}\right),\qquad P=\frac1{\varepsilon_{\rm op}}-\frac1{\varepsilon_s}.$$

Here $\Delta q$ is the transferred charge, $a$ the ion radius and $d$ the distance from the ion's centre to the metal surface. The Pekar factor $P$ contains the optical permittivity $\varepsilon_{\rm op}$ and the static permittivity $\varepsilon_s$ of the solvent, both relative. The formula is the leading term of a definite model, and its error can be calculated.

## Simple case: one ion in bulk solvent

The solvent polarization has two parts. The electronic part follows any change of charge at once. The slow part, $\mathbf p$, comes from molecular orientation and nuclear motion, and it stays frozen while the electron jumps. The reorganization energy is the free energy of the product charge state in the polarization left by the reactant, minus its free energy in its own relaxed polarization. The charge state is the same in both terms, so the equilibrium reaction free energy does not enter.

Let the ion be a conducting sphere of charge $q$. Outside it, Gauss's law fixes the displacement at $D=q/(4\pi r^2)$. Since $D=\varepsilon_0\varepsilon_{\rm op}E+p$, the field is $E=(D-p)/(\varepsilon_0\varepsilon_{\rm op})$. For a linear, local solvent the free energy density is

$$g=\frac{(D-p)^2}{2\varepsilon_0\varepsilon_{\rm op}}+\frac{p^2}{2\varepsilon_0\chi},\qquad \chi=\varepsilon_s-\varepsilon_{\rm op}.$$

The first term is the field energy including the electronic polarization. The second is the cost of holding the slow polarization. Its coefficient is fixed by the equilibrium condition $\partial g/\partial p=0$:

$$-\frac{D-p}{\varepsilon_0\varepsilon_{\rm op}}+\frac{p}{\varepsilon_0\chi}=0\quad\Rightarrow\quad p=\varepsilon_0\chi E,$$

so that $D=\varepsilon_0(\varepsilon_{\rm op}+\chi)E=\varepsilon_0\varepsilon_sE$, as a relaxed solvent requires. In terms of $D$, the equilibrium value is $p_{\rm eq}=\chi D/\varepsilon_s$.

Because $g$ is quadratic in $p$, its excess over the minimum is half the second derivative times the squared displacement:

$$g-g_{\rm eq}=\frac{1}{2\varepsilon_0}\left(\frac1{\varepsilon_{\rm op}}+\frac1\chi\right)(p-p_{\rm eq})^2
=\frac{\varepsilon_s}{2\varepsilon_0\varepsilon_{\rm op}\chi}(p-p_{\rm eq})^2.$$

Just after the jump, $p-p_{\rm eq}=\pm\chi\,\Delta D/\varepsilon_s$ with $\Delta D=\Delta q/(4\pi r^2)$. Insertion gives

$$g-g_{\rm eq}=\frac{\chi}{2\varepsilon_0\varepsilon_{\rm op}\varepsilon_s}\Delta D^2=\frac{P}{2\varepsilon_0}\Delta D^2,$$

since $\chi/(\varepsilon_{\rm op}\varepsilon_s)=P$. Integration over the solvent yields

$$\lambda_\infty=\frac P{2\varepsilon_0}\int_a^\infty\frac{\Delta q^2}{16\pi^2r^4}\,4\pi r^2dr=\frac{\Delta q^2}{4\pi\varepsilon_0}\frac P{2a}.$$

**Limit.** If $\varepsilon_s=\varepsilon_{\rm op}$, there is no slow polarization and $\lambda_\infty=0$. A large static permittivity alone does not set $\lambda$: for $\varepsilon_s\to\infty$, $P\to1/\varepsilon_{\rm op}$.

## Generalization: conductors of any arrangement

Next to a metal the displacement is no longer fixed by symmetry, so the energy must be treated as a whole. The assumptions are these:

- The metal is a flat, perfect conductor at potential zero, and its electrons respond instantly.
- The ion is a conducting sphere with the same radius in both charge states.
- The solvent is uniform up to both surfaces and contains no screening ions.
- Changes in the ion's own bonds (the inner-sphere part) are left out.

For frozen $\mathbf p$ and ion charge $q$,

$$G[\mathbf p;q]=\int\left(\frac{\varepsilon_0\varepsilon_{\rm op}}2E^2+\frac{p^2}{2\varepsilon_0\chi}\right)dV,\qquad \mathbf D=\varepsilon_0\varepsilon_{\rm op}\mathbf E+\mathbf p,$$

where $\nabla\cdot\mathbf D=0$ in the solvent, the flux of $\mathbf D$ out of the ion is $q$, and $\mathbf E=-\nabla\varphi$. The potential $\varphi$ vanishes on the metal and is constant on the ion.

Vary $\mathbf p$ at fixed $q$. Then $\delta\mathbf D$ has no divergence and no net flux from the ion, and integration by parts gives

$$\int\mathbf E\cdot\delta\mathbf D\,dV=-\int\nabla\cdot(\varphi\,\delta\mathbf D)\,dV=\varphi_{\rm ion}\oint_{\rm ion}\delta\mathbf D\cdot d\mathbf A=0,$$

with $d\mathbf A$ pointing from the ion into the solvent. The metal contributes nothing because $\varphi=0$ there, and the distant surface contributes nothing because the fields decay. Hence $\varepsilon_0\varepsilon_{\rm op}\int\mathbf E\cdot\delta\mathbf E\,dV=-\int\mathbf E\cdot\delta\mathbf p\,dV$, and

$$\delta G=\int\left(\frac{\mathbf p}{\varepsilon_0\chi}-\mathbf E\right)\cdot\delta\mathbf p\,dV.$$

Equilibrium is again $\mathbf p=\varepsilon_0\chi\mathbf E$.

Now displace the polarization from equilibrium by a finite $\mathbf s$, which changes the field by $\mathbf e$. The equations are linear, so the first-order term vanishes by the condition just found, and what remains is

$$G-G_{\rm eq}=Q[\mathbf s]=\int\left(\frac{\varepsilon_0\varepsilon_{\rm op}}2e^2+\frac{s^2}{2\varepsilon_0\chi}\right)dV\ge0.$$

The field $\mathbf e$ is fixed by $\nabla\cdot(\varepsilon_0\varepsilon_{\rm op}\mathbf e+\mathbf s)=0$ with no net charge on the ion, so $Q$ does not depend on $q$. The reorganization energy is $\lambda=Q[\Delta\mathbf p]$, where $\Delta\mathbf p$ is the equilibrium slow polarization belonging to the charge $\Delta q$. It is the same for oxidation and reduction because $Q[-\Delta\mathbf p]=Q[\Delta\mathbf p]$.

To evaluate it, let $\mathbf E_0$ be the field that $\Delta q$ would produce with the solvent replaced by vacuum. In the relaxed solvent, $\varepsilon_0\varepsilon_s\mathbf E$ obeys the same flux condition as $\varepsilon_0\mathbf E_0$, and both surfaces remain equipotentials. Therefore $\mathbf E=\mathbf E_0/\varepsilon_s$ and

$$\Delta\mathbf p=\frac{\varepsilon_0\chi}{\varepsilon_s}\mathbf E_0,\qquad
\mathbf e=-\frac{\Delta\mathbf p}{\varepsilon_0\varepsilon_{\rm op}}=-\frac{\chi}{\varepsilon_{\rm op}\varepsilon_s}\mathbf E_0.$$

The second expression makes the extra displacement zero everywhere. It is also a gradient field with constant potentials on the conductors, so it meets every condition on $\mathbf e$. Adding the two energies,

$$\lambda=\frac{\varepsilon_0}2\int E_0^2\left(\frac{\chi^2}{\varepsilon_{\rm op}\varepsilon_s^2}+\frac{\chi}{\varepsilon_s^2}\right)dV
=\frac{\varepsilon_0}2\int E_0^2\,\frac{\chi(\chi+\varepsilon_{\rm op})}{\varepsilon_{\rm op}\varepsilon_s^2}\,dV=P\,U_0,$$

because $\chi+\varepsilon_{\rm op}=\varepsilon_s$. Here $U_0=\frac{\varepsilon_0}2\int E_0^2dV$ is the vacuum field energy. For an ion facing a grounded metal, $U_0=\Delta q^2/(2C_0)$, where $C_0$ is the vacuum capacitance. I write $C_0=4\pi\varepsilon_0\ell$, where $\ell$ is a length, so that

$$\lambda_{\rm el}=\frac{\Delta q^2}{4\pi\varepsilon_0}\frac{P}{2\ell}.$$

**Limit.** Far from the metal $\ell\to a$, and the bulk result returns.

**Barrier.** Suppose the two charge states, with the electronic level included, have equal minima. Measure $\mathbf s$ from the first minimum. The states cross where $Q[\mathbf s]=Q[\mathbf s-\Delta\mathbf p]$. For a quadratic form,

$$Q[\mathbf s]+Q[\mathbf s-\Delta\mathbf p]=\tfrac12Q[\Delta\mathbf p]+2Q[\mathbf s-\tfrac12\Delta\mathbf p],$$

so on the crossing surface $Q[\mathbf s]=\lambda/4+Q[\mathbf s-\frac12\Delta\mathbf p]$. The lowest crossing is the midpoint polarization, at $\lambda/4$. This holds for one metal level at zero driving force; a total rate also sums over the other levels of the metal.

## The image term

It remains to find $U_0$ for a sphere near a plane. As a first approximation, spread $\Delta q$ uniformly over the sphere. The grounded plane is then replaced by a mirror sphere of charge $-\Delta q$, whose centre lies at distance $R=2d$. In the solvent half-space its field is that of a point charge.

The energy is half the charge times the mean potential on the sphere. The sphere's own charge gives $\Delta q/(4\pi\varepsilon_0a)$. For the image, with $u$ the cosine of the angle from the direction of the metal,

$$\left\langle\frac1{|\mathbf r-\mathbf r'|}\right\rangle=\frac12\int_{-1}^{1}\frac{du}{\sqrt{a^2+R^2-2aRu}}=\frac{(R+a)-(R-a)}{2aR}=\frac1R.$$

Therefore

$$U_{\rm shell}=\frac{\Delta q^2}{8\pi\varepsilon_0}\left(\frac1a-\frac1{2d}\right),$$

and multiplication by $P$ gives the formula stated at the start. There are two separate factors of two in the image term. One is the distance $2d$ to the image. The other is the $\frac12$ in front, which is the charging factor: the image is induced by the ion's own charge and grows in proportion to it. Together they give $-P\Delta q^2/(4\pi\varepsilon_0\cdot4d)$.

The sign has a direct meaning. Two effects lower the energy, and for the uniform shell they are equal. First, the metal occupies a half-space that would otherwise hold solvent. Since $\int dV/r^4=\pi/d$ over that half-space, the ion's bare field would store $\Delta q^2/(4\pi\varepsilon_0\cdot8d)$ there, which is half of the image term. The other half is the net effect of the induced charge on the field on the ion's side of the plane, the small contribution inside the shell included. That charge strengthens the field between ion and metal, doubling it at the surface point nearest the ion, but it weakens the field elsewhere by more.

**Direction of the error.** Uniform charge does not make the sphere an equipotential near the metal. Write the shell field as $\mathbf E_0+\mathbf f$, with $\mathbf E_0=0$ inside the sphere. The source of $\mathbf f$ is a surface charge on the sphere with zero total. The cross term $\varepsilon_0\int\mathbf E_0\cdot\mathbf f\,dV$ equals the constant true potential of the sphere times this zero charge, and vanishes. Hence

$$U_{\rm shell}=U_0+\frac{\varepsilon_0}2\int f^2dV\ge U_0.$$

The image formula is an upper bound on $\lambda_{\rm el}$ within the model.

**Size of the error.** The first response of the sphere is a dipole $m$ along the surface normal, pointing towards the metal for positive $\Delta q$, from a surface charge $\sigma_1\cos\theta$ with $m=\frac{4\pi}3a^3\sigma_1$. Its surface potential is $m\cos\theta/(4\pi\varepsilon_0a^2)$, so its self-energy is

$$\frac12\,\sigma_1\,\frac{m}{4\pi\varepsilon_0a^2}\,\frac{4\pi a^2}3=\frac{m^2}{8\pi\varepsilon_0a^3}.$$

The image of $\Delta q$ attracts it with field $\Delta q/(4\pi\varepsilon_0R^2)$. To leading order in $a/R$ the energy change is

$$\delta U=\frac{1}{4\pi\varepsilon_0}\left(\frac{m^2}{2a^3}-\frac{m\,\Delta q}{R^2}\right).$$

The minimum is at $m=a^3\Delta q/R^2$, where $\delta U=-\Delta q^2a^3/(8\pi\varepsilon_0R^4)$. With $R=2d$,

$$\frac1\ell\simeq\frac1a-\frac1{2d}-\frac{a^3}{(2d)^4}.$$

**Full value.** Hold the sphere at potential $V$ and measure charges in units of $4\pi\varepsilon_0V$. A charge $q_1=a$ at height $z_1=d$ gives the sphere its potential. Each charge $q_n$ at height $z_n$ needs an image $-q_n$ at $-z_n$ to keep the plane at zero. That image disturbs the sphere and is compensated by a further charge inside it:

$$q_{n+1}=\frac{a\,q_n}{d+z_n},\qquad z_{n+1}=d-\frac{a^2}{d+z_n},\qquad \ell=\sum_nq_n.$$

**Limit of contact.** For $d=a$ the recursion is solved by $q_n=z_n=a/n$, as substitution shows. The sum $\sum a/n$ diverges, so the model's $\lambda_{\rm el}$ falls to zero at contact, while the image formula tends to the finite value $P\Delta q^2/(16\pi\varepsilon_0a)$. The simple formula therefore fails close to the surface. The continuum model is itself doubtful there, since a gap narrower than a solvent molecule has no bulk permittivity.

## Worked example

The parameters are round numbers for a model ion: $a=3.5$ Å, $d=7$ Å, $\varepsilon_{\rm op}=1.8$, $\varepsilon_s=78$ and $\Delta q=e$. With $e^2/(4\pi\varepsilon_0)=14.3996$ eV Å and $P=0.54274$,

$$\lambda_{\rm el}=14.3996\times0.54274\times\tfrac12(0.28571-0.07143)\ {\rm eV}=0.837\ {\rm eV},$$

or 80.8 kJ/mol. The ion alone would give 1.116 eV, and the image term contributes $-0.279$ eV. The barrier at zero driving force is $0.837/4=0.209$ eV.

The dipole correction lowers $\lambda_{\rm el}$ to 0.8330 eV. The full image sum gives $\ell=4.694$ Å and 0.8325 eV, so the simple formula is 0.6 % above the full model value. The numerical check also minimizes the slow-polarization functional on a grid and takes the vertical energy gap directly. It finds 0.8324 eV, with a midpoint cost of one quarter of the gap.

The accuracy depends on distance. The excess is relative to the full conducting-sphere value.

| $d$ (Å) | formula (eV) | full (eV) | excess (%) |
|---:|---:|---:|---:|
| 3.7 | 0.588 | 0.464 | 26.8 |
| 4.0 | 0.628 | 0.558 | 12.6 |
| 5.0 | 0.726 | 0.704 | 3.1 |
| 7.0 | 0.837 | 0.833 | 0.6 |
| 10.0 | 0.921 | 0.920 | 0.1 |
| 20.0 | 1.019 | 1.019 | 0.01 |

For this ion the formula is within about 3 % of the full model value once the gap between sphere and metal is 1.5 Å, and within 1 % at a gap of 2.8 Å. The first three rows have gaps narrower than a water molecule, where the continuum model is doubtful. These percentages measure the electrostatic approximation within the model, not agreement with a real electrode.

## Comparison with self-exchange

Now let two equal ions, with centres a distance $R$ apart, exchange the charge. One changes by $+\Delta q$ and the other by $-\Delta q$. The result $\lambda=PU_0$ still holds: in each integration by parts there is one boundary term per ion, a constant potential times a fixed charge. With uniformly charged spheres,

$$U_{\rm shell}=\frac1{4\pi\varepsilon_0}\left(\frac{\Delta q^2}{2a}+\frac{\Delta q^2}{2a}-\frac{\Delta q^2}R\right),$$

and therefore

$$\lambda_{\rm ex}\simeq\frac{\Delta q^2}{4\pi\varepsilon_0}P\left(\frac1a-\frac1R\right).$$

**The case $R=2d$.** Reflection in the midplane exchanges the ions and reverses the sign of the charge changes. The potential is therefore zero on the midplane, just as on a grounded metal. Each half-space holds the field of the electrode problem, so $\lambda_{\rm ex}=2\lambda_{\rm el}$. This argument uses symmetry and not the uniform-charge approximation, so the factor of two is exact for the conducting-sphere model. In the example, the full values are 1.6650 eV and 0.8325 eV. The program obtains the first from a two-sphere calculation that contains no plane.

**Other distances.** Dividing the two leading formulas gives

$$\frac{\lambda_{\rm el}}{\lambda_{\rm ex}}\simeq\frac12\,\frac{1/a-1/(2d)}{1/a-1/R}.$$

The ratio is one half when $R=2d$, and it also tends to one half when both distances are large compared with $a$. It exceeds one half when $R<2d$, that is, when the ions approach each other more closely than the ion approaches its own image. With $d=7$ Å and $R=9$ Å, the formulas give $0.837/1.365=0.61$, and the full conducting-sphere values give 0.64. "About half" thus holds when $R$ is close to $2d$, or when both distances are very large compared with $a$. That limit is approached slowly: $d=10a$ and $R=5a$ still give 0.59. Halving a self-exchange value measured or computed at another separation brings in an error of this kind.

## Where the model stops

The derivation used $\mathbf E=\mathbf E_0/\varepsilon_s$, which needs one uniform solvent bounded by conductors. A surface layer with its own permittivity breaks this proportionality, and so does an ion described as a dielectric cavity when it is near the metal; $P$ then no longer factors out exactly. For a spherical cavity with a central charge in bulk solvent, symmetry fixes $\mathbf D$ and the factor $P$ survives. Field penetration into the metal changes the condition $\varphi=0$ at its surface. For a Thomas–Fermi metal with a screening length of 0.5 Å, the image-formula value of the worked example rises by about 3 %, several times the 0.6 % error of the image approximation. Mobile ions in the electrolyte add sources to the solvent region. In each of these cases the definition of $\lambda$ as a vertical gap survives, but the energy functional or its boundary conditions must be changed before the gap is evaluated.

## Computed results

```
ion radius a = 3.5 angstrom
ion-metal distance d = 7.0 angstrom
optical permittivity = 1.8 (no unit)
static permittivity = 78.0 (no unit)
e^2/(4 pi eps0) = 14.3996 eV angstrom
Pekar factor = 0.54274 (no unit)
1/a = 0.28571 1/angstrom
1/(2d) = 0.07143 1/angstrom
half bracket = 0.10714 1/angstrom
lambda without image = 1.1165 eV
image term in lambda = -0.2791 eV
lambda, image formula = 0.8373 eV
lambda, image formula = 80.79 kJ/mol
lambda with first correction = 0.8330 eV
lambda, full conducting sphere = 0.8325 eV
lambda, grid vertical gap = 0.8324 eV
grid gap relative to full = -0.015 %
image formula excess over full = 0.58 %
vacuum capacitance length C = 4.69371 angstrom
barrier lambda/4, image formula = 0.2093 eV
grid midpoint cost / gap = 0.250000 (no unit)
trial field energy in solvent = 0.106942 1/angstrom
trial field energy in ball = 0.000201 1/angstrom
self-exchange formula, R=2d = 1.6747 eV
self-exchange full, R=2d = 1.6650 eV
full electrode/exchange, R=2d = 0.500000
other exchange distance R = 9.0 angstrom
self-exchange formula, other R = 1.3646 eV
self-exchange full, other R = 1.2920 eV
formula electrode/exchange, other R = 0.6136
full electrode/exchange, other R = 0.6444
d (angstrom), formula (eV), full (eV), excess (%)
  3.7   0.5884   0.4640   26.802
  4.0   0.6280   0.5575   12.638
  5.0   0.7257   0.7041    3.061
  7.0   0.8373   0.8325    0.579
 10.0   0.9211   0.9200    0.119
 20.0   1.0188   1.0187    0.006
```
